# Floor flux in an etch hole: radical tracing versus Clausing conductance

A calculation of etch rate against hole depth needs the radical flux at the floor. A conductance formula supplies it in one line; tracing radicals or solving an integral equation takes more work. The choice hangs on two questions: how accurate is the formula when the wall loses no radicals, and how much wall recombination makes it unusable?

## The model

A cylindrical hole has radius $R$, depth $L$, an open mouth and a flat floor. Radicals enter with uniform flux $\Gamma_0$ (number per area and time) and a cosine distribution of directions. They do not collide with one another. Each wall hit removes a radical by recombination with probability $s$; each floor hit consumes it with probability $S$. A survivor leaves diffusely, again with a cosine distribution, from the point where it struck. Both probabilities are constants.

The local floor flux divided by $\Gamma_0$ is $H$, and its area average is $\bar H$. It counts all arrivals, including repeated ones by one radical, so the reacted fraction of entering radicals is $S\bar H$.

## A hole with two surfaces, by hand

Take $L=2R$, and treat the floor as one zone and the wall as another, each emitting uniformly. We first need the probability $f$ that a radical leaving the floor reaches the mouth directly.

Consider two coaxial disks with radii $r_1,r_2$ and separation $h$. Their rims lie on a common sphere of radius $P$. A straight path joining the disks, when extended, joins the spherical caps beyond them, and every path between the caps crosses both disks. Cosine emission gives equal weight to equal sets of straight paths, so disks and caps exchange the same number of particles.

For two points on the sphere a distance $d$ apart, both surface cosines equal $d/(2P)$. The exchange kernel is therefore constant:

$$\frac{\cos\theta_1\cos\theta_2}{\pi d^2}=\frac{1}{4\pi P^2}.$$

Let the disk planes lie at distances $d_1,d_2$ from the centre, measured outward with sign, so $d_1+d_2=h$. The cap areas are $2\pi P(P-d_i)$. The exchange area, meaning the particle rate per unit emitted flux, is

$$G=\frac{[2\pi P(P-d_1)][2\pi P(P-d_2)]}{4\pi P^2}=\pi y,\qquad y=(P-d_1)(P-d_2).$$

Let $y'=(P+d_1)(P+d_2)$. Since $r_i^2=P^2-d_i^2$, we have $yy'=r_1^2r_2^2$ and

$$y+y'=2P^2+2d_1d_2=r_1^2+r_2^2+h^2\equiv X.$$

Thus $y$ is the smaller root of $y^2-Xy+r_1^2r_2^2=0$, and

$$G(r_1,r_2,h)=\frac{2\pi r_1^2r_2^2}{X+\sqrt{X^2-4r_1^2r_2^2}}.$$

For $r_1=r_2=R$ and $h=2R$, the equation in units of $R$ is $y^2-6y+1=0$. Hence $f=3-2\sqrt2=0.172$.

The wall area is four times the floor area. Exchange areas are symmetric, so a radical leaving the wall hits the floor with probability $p=(1-f)/4=0.207$, and the mouth with the same probability. It hits the wall again with probability $1-2p$. With $W$ the wall flux divided by $\Gamma_0$,

$$\bar H=f+(1-f)(1-s)W,$$
$$W=p+p(1-S)\bar H+(1-2p)(1-s)W.$$

For $s=0$ the second equation gives $W=[1+(1-S)\bar H]/2$. Substitution yields

$$\bar H\left[1-(1-S)\frac{1-f}{2}\right]=\frac{1+f}{2}.$$

If $S=1$, every radical reaching the floor is counted once, so $\bar H$ is the transmission probability $K=(1+f)/2=2-\sqrt2=0.586$. Since $1-K=(1-f)/2$,

$$\bar H=\frac{K}{1-(1-S)(1-K)}=\frac{K}{K+S-KS}.$$

This is the conductance formula. For $S=0.2$ it gives $0.586/0.669=0.876$. With $s=0.01$, the second balance becomes $W=0.493(1+0.8\bar H)$, and the first gives $\bar H=0.576/0.677=0.851$.

Fine zones give $K=0.514$, and $\bar H=0.840$ and $0.814$ without and with wall loss. The balances were right, but one ring is too coarse: it lets a radical that landed near the mouth leave from near the floor.

## Many zones

Divide the floor into annuli and the wall into rings, with heights measured from the floor. Paths from an annulus $(r_i,r_{i+1})$ to a ring $(a,b)$ cross the section at $a$ but not the one at $b$. Their exchange area is

$$[G(r_{i+1},R,a)-G(r_i,R,a)]-[G(r_{i+1},R,b)-G(r_i,R,b)].$$

Let $g(h)=G(R,R,h)$. For rings $(a,b)$ and $(c,d)$ with $b\le c$, paths between the first ring and the section at $c$ contribute $g(c-b)-g(c-a)$. Subtracting those that continue through $d$ leaves

$$E=g(c-b)-g(c-a)-g(d-b)+g(d-a).$$

A ring of height $h$ emits over area $2\pi Rh$ and loses $\pi R^2-g(h)$ through each end, so its self-exchange is $2\pi Rh-2[\pi R^2-g(h)]$. Exchange with the mouth follows from the same differences.

If zone $i$ has area $A_i$, incident flux $H_i$ and loss probability $s_i$ (equal to $S$ or $s$), the balance is

$$A_iH_i=E_{i,\rm mouth}+\sum_jE_{ij}(1-s_j)H_j.$$

This is a linear system. Its approximation is uniform emission within each zone, and refining the mesh measures the resulting error.

## Tracing radicals

The same model can be sampled without zones.

1. Start at radius $R\sqrt{\xi}$ with random azimuth, where $\xi$ is uniform on $(0,1)$. This is uniform in area.
2. Draw $\cos\theta=\sqrt{\xi}$ with a fresh $\xi$, and a random azimuth. The flux density in angle is $2\cos\theta\sin\theta\,d\theta$, so $\cos^2\theta$ is uniform.
3. From $(x,y,z)$ along unit vector $\mathbf u$, find the distance $t$ to the cylinder. Setting $(x+tu_x)^2+(y+tu_y)^2=R^2$ gives
$$t=\frac{-\beta+\sqrt{\beta^2+\alpha\gamma}}{\alpha},$$
with $\alpha=u_x^2+u_y^2$, $\beta=xu_x+yu_y$ and $\gamma=R^2-x^2-y^2$. The positive root is the forward one.
4. If the path crosses the mouth or floor plane first, stop it there. A mouth crossing is an escape.
5. At the floor or wall, remove the radical with probability $S$ or $s$. Otherwise draw a new cosine direction about the local inward normal and return to step 3.

The mean number of floor hits per entering radical estimates $\bar H$, because mouth and floor areas are equal. The reacted fraction divided by $S$ is a second estimator.

With $S=s=0$, uniform flux everywhere solves the balances. Each entering radical then makes on average one floor hit and $2\pi RL/(\pi R^2)=2L/R$ wall hits. For particles of one speed $v$, the density is $4\Gamma_0/v$. Density times volume equals entry rate times mean stay, so the mean path is $4L$. For $L=4R$ these values are 1, 8 and $16R$; tracing 50,000 radicals gave 1.016, 8.072 and $16.140R$, each within the tested limit of four standard errors.

## How wrong is the conductance formula without wall loss?

Set $s=0$ and eliminate the wall fluxes. Let $w$ be the floor flux from first arrivals, and let $\mathcal R$ carry re-emitted flux back to the floor through any number of wall hits. With $a=1-S$,

$$H=w+a\mathcal R H.$$

The average of $w$ is $K$. When $S=0$ the uniform solution $H=1$ holds, so $\mathcal R1=1-w$. If re-emission were spread evenly over the floor, averaging would give $H_c=K+a(1-K)H_c$, hence

$$H_c=\frac{K}{D},\qquad D=1-a(1-K)=K+S-KS.$$

Real re-emission starts where the radical struck. To find its effect, write $H=H_c+\eta$ and $\delta w=w-K$. Then

$$(I-a\mathcal R)\eta=w-H_c(1-a+aw)=(1-aH_c)w-SH_c.$$

Since $1-aH_c=(D-aK)/D=S/D$ and $SH_c=SK/D$, the right side is $(S/D)\delta w$. Thus

$$\eta=\frac SD(I-a\mathcal R)^{-1}\delta w.$$

Now average over the floor. Let $\langle u,v\rangle$ be the area average of $uv$. Reversing a chain of exchanges leaves its weight unchanged, so $\mathcal R$ is symmetric in this product. Also,

$$(I-a\mathcal R)1=S+aw=D+a\,\delta w.$$

Applying the inverse gives

$$(I-a\mathcal R)^{-1}1=\frac{1-a(I-a\mathcal R)^{-1}\delta w}{D}.$$

Take the product with $\delta w$, whose average is zero, and multiply by $S/D$. The result is

$$H_c-\bar H=\frac{S(1-S)}{D^2}\left\langle\delta w,(I-a\mathcal R)^{-1}\delta w\right\rangle.$$

The sign is fixed. The kernel of $\mathcal R$ is nonnegative and symmetric, and its total return probability from any point is at most one. Using $2|uv|\le u^2+v^2$ in the double sum gives $|\langle u,\mathcal Ru\rangle|\le\langle u,u\rangle$. The eigenvalues of $I-a\mathcal R$ are therefore at least $1-a=S$, and for $S>0$

$$0\le H_c-\bar H\le\frac{(1-S)\langle\delta w^2\rangle}{(K+S-KS)^2}.$$

Within this model, the zero-loss conductance formula is an upper bound on the mean floor flux. It is exact at $S=1$, and at $S=0$, where both fluxes are one. The local error is first order in the unevenness of first arrivals; the mean error is second order.

On a coarse grid of depth-to-diameter ratios from 0.25 to 10 and $S$ from 0.02 to 0.8, the largest excess was 0.20% of $\bar H$, at ratio 0.25 and $S=0.4$. The gap formula and its bound passed at every scanned point.

## Adding wall recombination

Let $T$ be the probability that an entering radical reaches the floor at all, and $B$ the probability that one re-emitted evenly from the floor returns to it. Both now include wall loss. Summing repeated visits gives

$$\bar H\approx T[1+(1-S)B+\cdots]=\frac{T}{1-(1-S)B}.$$

The approximation is again uniform floor re-emission. The same picture gives the sampling error. With $q=(1-S)B$, the chance of exactly $k\ge1$ floor hits is $Tq^{k-1}(1-q)$. The mean square number is $T(1+q)/(1-q)^2$, so the variance per radical is

$$\bar H\frac{1+q}{1-q}-\bar H^2.$$

The reaction estimator takes the value $1/S$ with probability $S\bar H$, so its variance is $\bar H/S-\bar H^2$. Hit counting is better when $(1+q)/(1-q)<1/S$.

For a deep hole with weak losses, a diffusion equation shows the scaling. Let $\Gamma(z)$ be the wall flux at depth $z$ and $J$ the net downward flux. Wall elements at distance $h$ from a section send particles through it at rate $-g'(h)\Gamma\,dh$. If $\Gamma$ varies linearly,

$$\pi R^2J=\int_0^\infty[-g'(h)][\Gamma(z-h)-\Gamma(z+h)]dh=-2\Gamma'\int_0^\infty g\,dh,$$

after integration by parts. With $h=2R\sinh u$, the disk formula becomes $g=\pi R^2e^{-2u}$, and

$$\int_0^\infty g\,dh=\pi R^3\int_0^\infty e^{-2u}(e^u+e^{-u})du=\frac{4\pi R^3}{3}.$$

Hence $J=-(8R/3)\Gamma'$. Wall loss requires $\pi R^2J'=-2\pi Rs\Gamma$, so

$$\Gamma''=\kappa^2\Gamma,\qquad\kappa=\frac{\sqrt{3s}}{2R}.$$

In the interior the downward flux is $\Gamma+J/2$. We extend this relation to both ends: it equals $\Gamma_0$ at the mouth and $\Gamma_0\bar H$ at the floor, where $J=S\Gamma_0\bar H$. This neglects the detailed end layers.

Put $x=L-z$ and $g_s=8R\kappa/3=4\sqrt{s/3}$. The floor conditions give

$$\frac{\Gamma}{\Gamma_0\bar H}=\left(1-\frac S2\right)\cosh\kappa x+\frac{S}{g_s}\sinh\kappa x.$$

The corresponding $J/(\Gamma_0\bar H)$ is $g_s$ times this expression with cosh and sinh interchanged. At the mouth, the two cosh terms in $\Gamma+J/2$ add to $(1-S/2)+S/2=1$, leaving

$$\bar H\approx\frac{1}{\cosh\kappa L+\left[S/g_s+g_s(2-S)/4\right]\sinh\kappa L}.$$

As $s\to0$, this tends to $1/(1+\Sigma)$ with $\Sigma=3LS/(8R)$. That is the conductance formula with $K\approx1/(1+3L/8R)$.

## A silicon hole in a fluorine plasma

Consider a passivated hole 100 nm wide and 1000 nm deep, so $L/R=20$. Fluorine atoms at 1 mTorr and 300 K are part of a gas at 20 mTorr. Take $S=0.2$ and $s=0.01$. These are rough values in the plasma-etching regime, not measurements.

The finest mesh gives $K=0.1093$. The conductance formula yields

$$H_c=\frac{0.1093}{0.1093+0.2-0.0219}=0.380.$$

The zero-loss integral equation gives 0.3802, lower by $1.2\times10^{-4}$. Tracing 100,000 radicals gives $0.374\pm0.005$, which agrees but cannot resolve that gap.

With wall recombination, $\bar H=0.168$. The zero-loss result is 2.27 times too large. Of the entering radicals, 3.4% react, 16.4% recombine and 80.3% escape. Tracing 200,000 radicals gives $0.170\pm0.002$ from hits and $0.169\pm0.002$ from reactions. Doubling the numbers of floor and wall zones shifted $\bar H$ by $-3.5\times10^{-5}$.

The incident fluorine flux is $\Gamma_0=p/\sqrt{2\pi mkT}=4.65\times10^{17}$ cm$^{-2}$ s$^{-1}$, where $p$ is the fluorine pressure and $m$ the atomic mass. Four fluorine atoms remove one silicon atom as SiF$_4$. With silicon density $4.99\times10^{22}$ cm$^{-3}$, an open surface etches at

$$\frac{0.2(4.65\times10^{17})}{4(4.99\times10^{22})}\ {\rm cm/s}=280\ {\rm nm/min}.$$

The floor rate is $0.168\times280=47$ nm/min. Ignoring wall loss would give 106 nm/min.

Holding $S=0.2$ fixed, the dependence on depth is:

| Depth / diameter | $K$ | $\bar H$, $s=0$ | $H_c$ | $\bar H$, $s=0.01$ |
|---:|---:|---:|---:|---:|
| 1 | 0.514 | 0.8404 | 0.8411 | 0.814 |
| 5 | 0.191 | 0.5411 | 0.5413 | 0.397 |
| 10 | 0.109 | 0.3802 | 0.3803 | 0.168 |
| 20 | 0.059 | 0.2402 | 0.2402 | 0.0320 |
| 40 | 0.031 | 0.1390 | 0.1390 | 0.0018 |

Further mesh refinement lowers the zero-loss fluxes slightly, by about 0.0001 at ratio 40, so their fourth decimal can change by one. At ratio 10, doubling the numbers of floor and wall zones changes the gap between $\bar H$ and $H_c$ by only 0.3%.

At ratio 10 the diffusion formula has $\kappa L=1.73$ and gives 0.180, 7% above the integral equation. At ratio 40, with $s$ reduced sixteenfold and $S$ fourfold to keep $\kappa L$ and $\Sigma$ fixed, the deviation falls to 3%.

At ratio 40 with $s$ kept at 0.01, however, $\kappa L=6.93$ and the formula gives about 0.0010, roughly half the tabulated value. Diffusion predicts exponential decay, whereas direct flight from mouth to floor falls only as $R^2/L^2$, here $1.6\times10^{-4}$. Direct flight must eventually dominate the diffusion result. The rest of the difference was not broken down into contributions; the diffusion formula should not be used at such large $\kappa L$ in holes of these depths. At the same $\kappa L$ and $\Sigma$ it improves only slowly with depth, reaching 0.72 and 0.84 of the integral-equation value at ratios 80 and 160.

## What a real hole changes

The value $S=0.2$ stands for ion-assisted etching; reported probabilities for the spontaneous reaction of fluorine with silicon near room temperature are usually lower, but they vary widely with flux and feed gas. Dense SF$_6$ plasmas can contain a larger fraction of atomic fluorine than assumed here. In this linear model that raises the rate but leaves $\bar H$ unchanged.

The wall condition matters strongly. Changing $s$ to 0.005 or 0.02 moves $\bar H$ to 0.242 or 0.094. Exposed silicon sidewalls would also consume fluorine and change shape. If 10% of wall hits were specular, tracing gives $\bar H=0.203\pm0.003$, about 20% above the diffuse result.

Constant $S$ can fail when ions cannot clear the fluorinated surface fast enough. Let $C$ be the greatest fluorine removal rate per area and $\theta$ the blocked fraction. Balancing $S_0(1-\theta)\Gamma_b=C\theta$, where $\Gamma_b$ is the floor flux and $S_0=0.2$, gives

$$S=\frac{S_0}{1+S_0\Gamma_b/C}.$$

For an assumed ion current of 2 mA/cm$^2$ and 20 fluorine atoms removed per ion, $S$ falls to 0.188 and the etch rate by 3.5%. These values are for the floor, with the full ion current assumed to reach it. The correction grows with fluorine flux: on the open surface the same law gives $S=0.146$ and 204 nm/min instead of 280, so the ratio of floor rate to open rate rises from 0.168 to 0.22.

Gas collisions are negligible here: for molecules 0.4 nm across, the mean free path is about 2000 hole depths. If the SiF$_4$ made in the hole escapes without sticking or reacting, its estimated pressure at the floor is 0.17 mTorr, small beside the total. A radical spends 2.8 ns in flight on average (residence on the surface is not counted), during which the floor moves about $2\times10^{-9}$ nm. Charging, taper and surface diffusion are not sized.

## Choosing the calculation

For a deep hole and small $s$, expand the diffusion formula and drop terms smaller by $R/L$. The denominator becomes $1+\Sigma+(\kappa L)^2(1/2+\Sigma/6)$. Neglecting wall loss therefore overestimates $\bar H$ by the relative amount

$$\varepsilon\approx(\kappa L)^2\frac{3+\Sigma}{6(1+\Sigma)},\qquad(\kappa L)^2=\frac{3sL^2}{4R^2}.$$

In the example $\Sigma=1.5$, so $\varepsilon\approx0.3(\kappa L)^2=90s$. An error below 10% requires $s$ below about 0.001. At $s=0.001$ the estimate is 9% and the integral equation gives 10.5%; the 10% line lies at $s=0.00095$. The estimate of $\varepsilon$ errs low, so leave a margin. Where it gives 10%, with $S$ from 0.02 to 1, the integral equation gives about 11% at depth/diameter 20, 12 to 14% at 5 and 13 to 19% at 2. It is worst for shallow holes: at depth/diameter 1 and $s=0.01$ it gives 1.4%, while the table gives 3.2%. At larger $s$, use the integral equation; use tracing when specular reflection or a less regular shape must be included.

## Computed values

```
Hole diameter, depth: 100, 1000 nm
Floor reaction S, wall recombination s: 0.20, 0.010
Temperature: 300 K
F and total pressure: 1.0, 20.0 mTorr
Mean F speed: 578.2 m/s
Entrance F flux: 4.6530e+17 cm^-2 s^-1
Silicon atom density: 4.9940e+22 cm^-3
Clausing K: 0.109327; mesh shift -2.0e-05
Zero-loss H: 0.380202; mesh shift -5.0e-05
Conductance H: 0.380320
Conductance excess: 1.177e-04; coarse mesh 1.173e-04
Largest scanned relative excess: 0.2012 %
  at depth/diameter 0.25, S 0.40
H with wall loss: 0.167859; mesh shift -3.5e-05
Zero-loss H / H with loss: 2.2650
Floor centre and edge flux / Gamma0: 0.17146, 0.16278
First-arrival T, floor-return B: 0.061204, 0.794424
Uniform re-emission H with loss: 0.167931
Traced radicals, example: 200000
Traced K: 0.10895 +/- 0.00099
Traced zero-loss H: 0.37417 +/- 0.00456
Traced H from hits: 0.16986 +/- 0.00194
Traced H from reactions: 0.16890 +/- 0.00202
Predicted hit-estimator error: 0.00190
Fractions reacted, recombined, escaped: 0.03357, 0.16378, 0.80265
Equilibrium floor hits, wall hits, path/R (depth 4R): 1.016, 8.072, 16.140
Deep formula H at depth/diameter 10: 0.17953
Deep formula deviation at 10, 40: 6.96, 3.18 %
K*3L/(8R) at depth/diameter 100: 0.9726
Depth/diameter | K | zero-loss H | conductance H | H at s=0.01
  1 | 0.51423 | 0.84036 | 0.84109 | 0.81422
  2 | 0.35657 | 0.73432 | 0.73481 | 0.67583
  5 | 0.19095 | 0.54105 | 0.54130 | 0.39694
 10 | 0.10933 | 0.38020 | 0.38032 | 0.16786
 20 | 0.05947 | 0.24015 | 0.24019 | 0.03202
 40 | 0.03128 | 0.13899 | 0.13900 | 0.00185
Mesh shift at 40, K and H with loss: -9.5e-05, -9.8e-06
Open-surface etch rate: 279.52 nm/min
Hole-floor etch rate: 46.92 nm/min
Zero-loss floor etch rate: 106.27 nm/min
Gas mean free path (0.4 nm spheres): 2.185e+06 nm
SiF4 pressure at floor: 0.1699 mTorr
Mean radical stay: 2.831 ns
Floor motion during stay: 2.21e-09 nm
H with 10% specular wall hits: 0.20291 +/- 0.00286
H at s=0.005 and s=0.02: 0.24200, 0.09406
Ion current: 2.0 mA/cm^2; F removed per ion: 20
Coverage-limited S and H: 0.18792, 0.17247
Coverage change of etch rate: -3.50 %
```
